\section*{Saturation fronts in plug flow over irreversibly adsorbing walls}

\section{A pulse sized by counting sites}

A precursor pulse enters a tube whose wall must be covered by one self-limited layer. The obvious estimate counts the wall sites and supplies that many molecules. For the alumina example worked out below, this gives an inlet pulse of 0.98 s over a tube 100 cm long. The wall at the outlet then ends half covered, and part of the precursor has left unused. A pulse of 0.80 s covers 99.95\,\% of the sites at the inlet and 15\,\% at the outlet. In a tube much longer than the distance over which a clean wall consumes the gas, site counting fixes where the middle of the coverage profile lies, but not how wide the profile is. The width requires the gas density and the coverage to be solved together.

\section{Two balances and their simplest limits}

Gas of number density $n(x,t)$ moves at one speed $u$ over the whole cross-section. The channel has wall area $S$ per unit volume and $\sigma$ sites per unit wall area, of which a fraction $\theta(x,t)$ is occupied. A molecule that strikes a free site sticks with probability $\beta$ and never leaves; one that strikes an occupied site returns to the gas.

The algebra is in atomic units, with the thermal energy $E_T$ in hartree. Since neither $\hbar$ nor a charge enters, the final formulas hold in any consistent units. With $\alpha=m/(2E_T)$ for molecular mass $m$, the Maxwell distribution gives the one-sided flux per unit density and the mean speed:
\begin{align}
\int_0^\infty v\sqrt{\frac{\alpha}{\pi}}\,e^{-\alpha v^2}dv&=\frac{1}{2\sqrt{\pi\alpha}},\\
\bar v=4\pi\Big(\frac{\alpha}{\pi}\Big)^{3/2}\!\int_0^\infty v^3e^{-\alpha v^2}dv&=\frac{2}{\sqrt{\pi\alpha}}=\sqrt{\frac{8E_T}{\pi m}} .
\end{align}
The flux is therefore $n\bar v/4$, and the uptake per wall area is $kn(1-\theta)$ with $k=\beta\bar v/4$. Counting molecules in the gas and on the wall gives
\begin{align}
n_t+u\,n_x&=-Sk\,n(1-\theta),\label{gas}\\
\sigma\,\theta_t&=k\,n(1-\theta).\label{wall}
\end{align}
The channel starts empty and clean. From $t=0$ the inlet density is held at $n_0$.

Two limits can be solved at once. At the inlet $n=n_0$, so $1-\theta=e^{-bt}$ with $b=kn_0/\sigma$. At the leading edge of the gas the wall is still clean, so $n=n_0e^{-ax}$ with $a=Sk/u$. The full solution must join these two exponentials.

\section{The coupled problem}

Use the delay $\tau=t-x/u$, the time since the gas first reached $x$, in place of $t$. The chain rule gives
\begin{equation}
\partial_t\big|_x=\partial_\tau,\qquad
\partial_x\big|_t=\partial_x\big|_\tau-\frac1u\,\partial_\tau ,
\end{equation}
so $n_t+un_x=u\,\partial_xn|_\tau$. The storage of gas in the channel has been absorbed into the delay without approximation. Let
\begin{equation}
X=ax,\quad T=b\tau,\quad c=n/n_0,\quad f=1-\theta .
\end{equation}
Equation \eqref{gas} divided by $un_0a=Skn_0$, and \eqref{wall} divided by $\sigma b=kn_0$, become
\begin{equation}
c_X=-cf,\qquad f_T=-cf. \label{pair}
\end{equation}
The right sides are equal, so $c_X=f_T$. This is the condition for $f\,dX+c\,dT$ to be the differential of a function $\psi$, with $f=\psi_X$ and $c=\psi_T$. Either equation of \eqref{pair} then reads $\psi_{XT}=-\psi_X\psi_T$, and
\begin{equation}
(e^\psi)_{XT}=e^\psi(\psi_{XT}+\psi_X\psi_T)=0 .
\end{equation}
Hence $e^\psi=A(X)+B(T)$. Choose $\psi(0,0)=0$. At the inlet $c=1$, so $\psi(0,T)=T$. At $T=0$ the wall has received no gas, so $f=1$ and $\psi(X,0)=X$. These edges require
\begin{equation}
A(0)+B(T)=e^T,\quad A(X)+B(0)=e^X,\quad A(0)+B(0)=1 .
\end{equation}
Adding the first two and subtracting the third gives
\begin{equation}
e^\psi=e^X+e^T-1 .\label{psi}
\end{equation}
Differentiation yields the solution for $T\ge0$:
\begin{equation}
\frac{n}{n_0}=\frac{e^T}{e^X+e^T-1},\qquad
\theta=\frac{e^T-1}{e^X+e^T-1}. \label{solution}
\end{equation}
For $T<0$ the gas has not arrived and both are zero. Setting $X=0$ returns $1-\theta=e^{-T}$, and setting $T=0$ returns $c=e^{-X}$, the two limits found above.

\section{Following a level of coverage}

Multiplying out \eqref{solution} for a given $\theta$ gives $\theta e^X=(1-\theta)(e^T-1)$, so that level sits at
\begin{equation}
X_\theta=\ln(e^T-1)+\ln\frac{1-\theta}{\theta}. \label{level}
\end{equation}
The dose and the level enter as separate terms. At fixed delay, the distance between 90\,\% and 10\,\% coverage is $\ln9+\ln9=\ln81$ in $X$, whatever the value of $T$. The one condition is that the 90\,\% level has entered the channel, which means $e^T-1\ge9$, or $T\ge\ln10$.

The gas profile behaves differently. Solving for the position of a given $c$ gives $e^X=1+e^T(1-c)/c$, and the 10--90\,\% gas width is
\begin{equation}
\Delta X_{\rm gas}=\ln\frac{1+9e^T}{1+e^T/9}.
\end{equation}
It approaches $\ln81=4.394$ at large $T$, but at $T=3$ it is 4.03. Constant width is thus a property of the coverage at fixed delay, and a limit for the gas.

For the speed in the laboratory, follow $\theta=1/2$, where $e^T=1+e^X$. Along this path $e^TdT=e^XdX$, with $dX=av\,dt$ and $dT=b(1-v/u)\,dt$. Thus
\begin{equation}
av=b\Big(1-\frac vu\Big)(1+e^{-X}),\quad
v=\frac{b(1+e^{-X})}{a+(b/u)(1+e^{-X})}. \label{speed}
\end{equation}
The level enters fast and slows down. Far downstream $e^{-X}\to0$ and the speed tends to
\begin{equation}
w=\frac{b}{a+b/u}=\frac{u}{1+S\sigma/n_0}, \label{w}
\end{equation}
where $a/b=S\sigma/(un_0)$ was used. The sticking probability has cancelled. In the frame of the front, gas arrives at the rate $n_0(u-w)$ per unit cross-section, and the front passes free sites at the rate $S\sigma w$. Equating the two gives \eqref{w} again.

\section{The travelling front}

Define $\kappa=a+b/u$, so that $\kappa w=b$ and
\begin{equation}
X-T=ax-bt+\frac{bx}{u}=\kappa(x-wt).
\end{equation}
Compare \eqref{solution} with the logistic profile
\begin{equation}
F=\frac{e^T}{e^X+e^T}=\frac{1}{1+e^{\kappa(x-wt)}} .
\end{equation}
With $E=e^X+e^T$, common denominators give
\begin{equation}
\theta-F=-\frac{e^X}{E(E-1)},\qquad c-F=\frac{e^T}{E(E-1)} .
\end{equation}
Since $e^X/E$ and $e^T/E$ are below one and $E-1\ge e^X$, both differences are at most $e^{-X}$ in size. Gas density and coverage therefore approach one shape that moves at speed $w$. On a snapshot at one laboratory time its 10--90\,\% width is
\begin{equation}
\Delta x=\frac{\ln81}{\kappa}. \label{width}
\end{equation}
Both $a$ and $b$ are proportional to $k$, so within plug flow this width varies as $1/\beta$ when all else is fixed. In a real tube the law holds only while axial dispersion and radial supply, treated below, remain small corrections.

The snapshot width differs from the width at fixed delay, $\ln81/a$. On a snapshot, points further downstream have been exposed for less time, and this steepens the profile. After a finite pulse has passed, each point has received gas for the same time, and the wider profile remains.

\section{Any pulse shape}

Let the inlet density be $n_0c_{\rm in}(t)$ with $c_{\rm in}\ge0$, and define the dose
\begin{equation}
G(\tau)=b\int_0^\tau c_{\rm in}(s)\,ds .
\end{equation}
Write $c=c_{\rm in}(\tau)\,C$. The gas equation becomes $C_X=-Cf$. The wall equation is $f_\tau=-b\,c_{\rm in}Cf$, and since $dG=b\,c_{\rm in}d\tau$ it becomes $f_G=-Cf$. This is \eqref{pair} with $T$ replaced by $G$, and the edge values $C=1$ at $X=0$ and $f=1$ at $G=0$ are unchanged. Therefore
\begin{equation}
\theta=\frac{e^G-1}{e^X+e^G-1},\qquad
\frac{n}{n_0}=\frac{c_{\rm in}(\tau)\,e^G}{e^X+e^G-1}. \label{pulse}
\end{equation}
Within this model the coverage depends on the pulse through its accumulated dose alone. For a constant inlet $G=T$ and \eqref{solution} returns. After the inlet closes, $G$ stays fixed and the coverage is frozen behind the last gas. As a test of a smooth case, \eqref{gas} and \eqref{wall} were integrated numerically in $x$ and $t$ for $c_{\rm in}=\sin^2(\pi t/t_0)$ with $t_0=1.2$ s and the parameters below. At 0.75 s and 2.0 s the coverage and $n/n_0$ agreed with \eqref{pulse} to better than $10^{-3}$ everywhere.

\section{Where the precursor goes}

For a square pulse of duration $t_p$ the final dose is $T=bt_p$. The potential gives the molecular budget without further integration. Up to a position $X$, the amount on the wall is
\begin{equation}
\int_0^X\theta\,dX'=X-[\psi(X,T)-\psi(0,T)]=X+T-\psi,
\end{equation}
and the amount that has flowed past $X$ is
\begin{equation}
\int_0^Tc\,dT'=\psi(X,T)-\psi(X,0)=\psi-X .
\end{equation}
Both are in units of $n_0u/b=S\sigma/a$ molecules per cross-section, and they add up to the supplied amount $T$. The used fraction is $(X+T-\psi)/T$.

To reach coverage $\theta$ at the outlet, $X=aL$, equation \eqref{level} requires
\begin{equation}
T=\ln\Big(1+\frac{\theta}{1-\theta}e^{aL}\Big). \label{need}
\end{equation}
For a short or weakly reacting tube, $aL\to0$, this becomes $T=-\ln(1-\theta)$, the time law of a uniformly exposed surface. When $e^{aL}\theta/(1-\theta)\gg1$ it becomes
\begin{equation}
t_p\simeq\frac{S\sigma L}{n_0u}+\frac{\sigma}{kn_0}\ln\frac{\theta}{1-\theta}. \label{design}
\end{equation}
The first term is the site count, which is independent of sticking. For a target coverage above one half, the second pays for the width of the front and grows as $1/\beta$. For a target below one half it is negative and shortens the pulse. The transit time $L/u$ is absent because gas already in the tube continues to react after the inlet closes.

\section{Trimethylaluminium in a tube}

Consider trimethylaluminium dosing in alumina deposition, a process used for gate dielectrics. A tube of radius $R=1$ cm and length 100 cm is held at 473 K. It carries nitrogen at 2 Torr with 0.02 Torr of precursor at 200 cm/s. The wall offers 4 sites per nm$^2$, or $4\times10^{14}$ per cm$^2$, with $\beta=0.001$. These are rough typical values.

The mean thermal speed is 37\,273 cm/s, so $k=0.001\times37\,273/4=9.318$ cm/s. A tube has $S=2/R=2$ per cm, and $n_0=4.083\times10^{14}$ per cm$^3$. Then
\begin{align}
a&=\frac{2\times9.318}{200}=0.0932\ {\rm cm^{-1}},\\
b&=\frac{9.318\times4.083}{4}=9.51\ {\rm s^{-1}},\\
w&=\frac{200}{1+1.959}=67.6\ {\rm cm/s},\\
\Delta x&=\frac{4.394}{0.1407\ {\rm cm^{-1}}}=31.2\ {\rm cm}.
\end{align}
The front speed is $3.09\times10^{-7}$ atomic units. Dropping the gas storage term, which removes the 1 in the denominator of \eqref{w}, would give 102 cm/s. At this precursor pressure the gas that fills the tube behind the front is half as much as the wall takes up, so it cannot be neglected when the arrival of the front is timed.

Direct integration of \eqref{gas} and \eqref{wall} for a sustained inlet, in a tube lengthened to 160 cm, differs from \eqref{solution} by at most $1.5\times10^{-5}$ in $c$ and $\theta$ at the four times compared. Its front has speed 67.6 cm/s and width 31.2 cm. With $\beta$ doubled and all else fixed, the speed remains 67.6 cm/s and the width falls to 15.6 cm. Near the inlet the half-coverage level is faster, as \eqref{speed} requires: 101 cm/s at $X=0$ and 90 cm/s at $X=0.5$.

A pulse of 0.80 s gives $T=7.61$. It leaves coverages of 0.995, 0.950, 0.650 and 0.153 at 25, 50, 75 and 100 cm. This frozen profile has the larger width $4.394/0.0932=47$ cm, so its tail would extend beyond the outlet.

For 99\,\% coverage at the outlet, $aL=9.318$ and \eqref{need} gives $T=9.318+\ln99=13.91$. The pulse lasts $13.91/9.51=1.46$ s, of which 0.98 s is the site count and 0.48 s is due to the front width. Of the precursor supplied, 67\,\% is used.

\section{Transport left out of plug flow}

\subsection{Axial dispersion}

Add $-Dn_{xx}$ to the left side of \eqref{gas} and seek a steady wave in $\zeta=\kappa(x-wt)$, with $\kappa=b/w$ and $w$ not yet known. The wall equation becomes $f'=cf$. The gas equation becomes
\begin{equation}
\kappa(u-w)c'-D\kappa^2c''=-\frac{S\sigma}{n_0}b\,cf=-\frac{S\sigma}{n_0}\kappa w f'.
\end{equation}
Integrate once and divide by $\kappa$:
\begin{equation}
(u-w)c-D\kappa c'+\frac{S\sigma}{n_0}wf={\rm const}.
\end{equation}
Upstream $(c,f)=(1,0)$ and downstream $(0,1)$, with no gradient at either end. Equating the end values returns \eqref{w}, so dispersion does not change the speed. Division by $u-w$ leaves
\begin{equation}
c-\delta c'+f=1,\qquad \delta=\frac{D\kappa}{u-w}. \label{disp}
\end{equation}
For small $\delta$, insert $c'\simeq-f(1-f)$ to get $c\simeq(1-f)(1-\delta f)$. The scaled width is then
\begin{equation}
\int_{0.1}^{0.9}\!\frac{df}{f(1-f)(1-\delta f)}\simeq\ln81+\delta\ln9 ,
\end{equation}
a relative increase of $\delta/2$.

The coefficient $D$ must include the laminar velocity profile. With $r$ the radius divided by $R$ and $D_m$ the molecular diffusion coefficient, the excess velocity is $u(1-2r^2)$. A mean axial gradient $g$ sets up a radial deviation $q$ with $rq'=(uR^2g/2D_m)(r^2-r^4)$. Its mean axial flux, after integration by parts, is
\begin{equation}
-u\int_0^1(r^2-r^4)q'\,dr=-\frac{u^2R^2}{48D_m}\,g .
\end{equation}
Hence $D=D_m[1+(uR/D_m)^2/48]$. A hard-sphere estimate with rough diameters gives $D_m=69$ cm$^2$/s (Lennard-Jones parameters give 71 to 79), so $D=81$ cm$^2$/s and $\delta=0.086$. Solving \eqref{disp} with $f'=cf$ gives a width of 32.5 cm.

\subsection{Radial supply}

The wall sees a density $n_w$ below the mean. If the supply is $h(n-n_w)=kn_wf$, then $n_w=n/(1+mf)$ with $m=k/h$. Now $f'=cf/(1+mf)$, while $c=1-f$ still holds without dispersion, and the scaled width is $\ln81+m\ln9$.

For uniform uptake $J$ per wall area, the radial flux at $r$ is $JI/r$, where $I=2r^2-r^4$ is the share of the flow inside $r$. The flow-weighted density exceeds that at the wall by $(JR/D_m)\int_0^1I^2dr/r=11JR/(24D_m)$, so $h=24D_m/(11R)$. This gives $m=0.062$ and a width of 32.2 cm.

With both coefficients included, direct integration of the one-dimensional balances gives a width of 33.5 cm, 7\,\% above plug flow, at an unchanged speed of 67.6 cm/s. The axisymmetric laminar problem gives 33.6 cm at the same speed. The two coefficients are estimates, since they assume a non-absorbing wall and uniform uptake respectively. The 7\,\% refers to the snapshot width, not to the pulse length; the 99\,\% pulse rises only to about 1.47 s. It also refers to $\beta=0.001$. Since $\delta$ and $m$ are both proportional to $\beta$, the added width $(\delta+m)\ln9/\kappa$ stays near 2.3 cm to first order while the plug-flow width shrinks. In the laminar tube the width is about 17.9 cm at $\beta=0.002$ and 5.3 cm at $\beta=0.01$, against 15.6 and 3.1 cm from \eqref{width}.

\section{The model beside the real process}

For the example's numbers the smaller omissions are a pressure drop of 1 to 2\,\% along the tube and a precursor share of 1\,\% in the gas. The mean free path is 0.004 of the radius, so the gas can be treated as a continuum with only a small slip at the wall. If the adsorbed species can leave intact, irreversibility is a demand on the surface bond. During the dose, vacated sites are refilled, so the loss that counts occurs once the precursor is gone. With a desorption rate $\nu e^{-E_d/E_T}$ and a rough $\nu=10^{13}$ per s, a loss below 1\,\% over a precursor-free time as long as $t_p=1.46$ s needs
\begin{equation}
E_d>E_T\ln\frac{\nu t_p}{0.01}=0.0408\times34.9\simeq1.4\ {\rm eV}.
\end{equation}
A purge of 5 to 30 s raises this to about 1.5 eV. Intact trimethylaluminium does not meet such a bound: its adduct with a water molecule, a stand-in for a surface hydroxyl, is bound by roughly 0.7 to 0.8 eV in a small-basis estimate. The real layer is held by ligand exchange with release of methane, a step that the single sticking probability lumps in and does not describe. The value of $\beta$ is only a rough input, and the model assumes that one value serves all free sites. Any slowing of the last part of the reaction, for instance through crowding by adsorbed fragments, is left out. The sensitivity can be read from \eqref{design}: halving $\beta$ at all coverages leaves the 0.98 s of site count and doubles the other 0.48 s, so the 99\,\% pulse grows from 1.46 to about 1.95 s. The pulse is then about one third longer.

\section*{Computed results}
\begin{verbatim}
temperature: 473 K
thermal energy kT: 0.04076 eV
total pressure: 2.00 Torr
precursor pressure: 0.020 Torr
flow speed u: 200 cm/s
tube radius: 1.0 cm
tube length: 100 cm
sticking probability: 0.0010
site density: 4.0 per nm2
precursor molar mass: 72.09 g/mol
mean thermal speed: 37273 cm/s
wall rate constant k: 9.318 cm/s
inlet density n0: 4.0831e+14 per cm3
wall area per volume S: 2.00 per cm
a: 0.09318 per cm
b: 9.5117 per s
kappa: 0.14074 per cm
site-to-gas ratio S*sigma/n0: 1.9593
front speed w, formula: 67.58 cm/s
front speed w: 3.0893e-07 atomic units
front speed, march: 67.59 cm/s
speed if gas storage ignored: 102.08 cm/s
half-coverage speed at entrance: 101.03 cm/s
half-coverage speed at X=0.5: 90.11 cm/s
10-90 % width, formula: 31.22 cm
10-90 % width, march: 31.22 cm
doubled sticking, speed: 67.58 cm/s
doubled sticking, width: 15.61 cm
scaled gas width at T=3, march: 4.030
scaled limiting width ln81: 4.394
largest error, march vs formula: 1.5e-05
short pulse: 0.80 s, dose T = 7.609
coverage after it at 0 cm: 0.9995
coverage after it at 25 cm: 0.9949
coverage after it at 50 cm: 0.9503
coverage after it at 75 cm: 0.6503
coverage after it at 100 cm: 0.1533
scaled tube length X: 9.318
dose T for 99 % at outlet: 13.913
pulse for 99 % at outlet: 1.463 s
precursor used in that pulse: 66.9 %
diffusion coefficient: 68.8 cm2/s
Peclet number u*R/D: 2.91
axial dispersion: 80.9 cm2/s
dispersion parameter delta: 0.0860
width with dispersion: 32.54 cm
Sherwood number: 4.364
radial supply parameter m: 0.0621
width with radial supply: 32.19 cm
width with both, march: 33.51 cm
speed with both, march: 67.59 cm/s
pressure drop: 1.35 %
precursor share of gas: 1.00 %
mean free path / radius: 0.0040
attempt rate for desorption: 1e+13 per s
barrier for 1 % loss in full pulse: 1.423 eV
\end{verbatim}
